# Phonon Group Velocities at Degenerate Levels and Their Weight in Thermal Conductivity

## Two branches that touch

Take two vibrational branches that meet at one wavevector with frequency $\omega_0>0$. Let $\mathbf k=(k_x,k_y)$ be the displacement from that point, and let the dynamical matrix be, to first order,

$$D(\mathbf k)=\omega_0^2+2\omega_0\left[\mathbf u\cdot\mathbf k+a(k_x\sigma_z+k_y\sigma_x)\right],$$

$$\sigma_z=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\qquad \sigma_x=\begin{pmatrix}0&1\\1&0\end{pmatrix}.$$

Here $\mathbf u$ and $a>0$ are velocities. Since $(k_x\sigma_z+k_y\sigma_x)^2=k_x^2+k_y^2$, the bracket has eigenvalues $\mathbf u\cdot\mathbf k\pm a|\mathbf k|$. The eigenvalues of $D$ are $\omega^2$, so taking the root to first order gives

$$\omega_\pm=\omega_0+\mathbf u\cdot\mathbf k\pm a|\mathbf k|.$$

On a straight line $\mathbf k=s\mathbf n$ through the point, two smooth branches cross, with slopes $\mathbf u\cdot\mathbf n\pm a$.

Now compute velocities from eigenvectors. Dividing $\partial D/\partial k_\alpha$ by $2\omega_0$ gives

$$V_x=u_x+a\sigma_z,\qquad V_y=u_y+a\sigma_x .$$

At $\mathbf k=0$ every orthonormal pair is a pair of eigenvectors of $D$, for instance $e_1=(\cos\theta,\sin\theta)$ and $e_2=(-\sin\theta,\cos\theta)$. The diagonal elements of $V_x$ are then $u_x\pm a(\cos^2\theta-\sin^2\theta)=u_x\pm a\cos2\theta$, and the off-diagonal element is $-2a\sin\theta\cos\theta=-a\sin2\theta$. A conductivity needs the sum of squared velocities, and the diagonal elements give

$$\sum_i V_{x,ii}^2=2u_x^2+2a^2\cos^2 2\theta ,$$

whereas the slopes along $x$ give $2u_x^2+2a^2$. The result depends on $\theta$, which has no physical meaning. The missing part, $2a^2\sin^22\theta$, sits in the two off-diagonal elements.

Choosing $\theta=0$ makes $V_x$ diagonal and repairs the $x$ direction. In that basis the diagonal elements of $V_y$ are both $u_y$, so its splitting is lost completely. No basis serves both directions, because $\sigma_z$ and $\sigma_x$ do not commute.

## The slopes in general

Let $D(\mathbf q)$ be Hermitian and analytic near $\mathbf q$, and let $e_1,\dots,e_g$ be orthonormal eigenvectors of one level $\omega>0$. Move to $\mathbf q+h\mathbf n$, with $\mathbf n$ a unit vector. For an analytic Hermitian matrix of one real parameter, the eigenvalues and eigenvectors can be followed analytically through a crossing, so we may write

$$D\to D+hD_n,\quad e\to e^{(0)}+he^{(1)},\quad \omega^2\to\omega^2+2\omega v h,$$

where $D_n=\sum_\alpha n_\alpha\,\partial D/\partial q_\alpha$ and $v$ is the slope of $\omega$. The terms of first order in $h$ in the eigenvalue equation are

$$(D-\omega^2)e^{(1)}+(D_n-2\omega v)e^{(0)}=0 .$$

At zeroth order $e^{(0)}=\sum_j c_je_j$. Multiply from the left by $e_i^\dagger$. The first term vanishes because $e_i^\dagger D=\omega^2e_i^\dagger$, and what remains is

$$\sum_j V_{n,ij}c_j=v\,c_i,\qquad V_{\alpha,ij}=\frac{e_i^\dagger(\partial D/\partial q_\alpha)e_j}{2\omega},\qquad V_n=\sum_\alpha n_\alpha V_\alpha .$$

The slopes along $\mathbf n$ are the eigenvalues of the $g\times g$ block $V_n$. For $g=1$ this is the ordinary Hellmann–Feynman formula. At $\mathbf q=0$ the derivation fails: acoustic modes have $\omega=0$, and in a polar crystal $D$ is not continuous there.

The result does not depend on how phases are assigned to the atoms. I use $e^{i\mathbf q\cdot\mathbf r}$ with $\mathbf r$ the full vector between two atoms. The other choice, with lattice vectors only, gives $D'=PDP^\dagger$, where $P=e^{i\mathbf q\cdot\boldsymbol\tau}$ is diagonal and $\boldsymbol\tau$ holds the atomic positions in the cell. Since $\partial_\alpha P=i\tau_\alpha P$,

$$\partial_\alpha D'=P\left(\partial_\alpha D+i[\tau_\alpha,D]\right)P^\dagger .$$

The eigenvectors become $Pe_i$, and the extra matrix element is $i(\omega_j^2-\omega_i^2)\,e_i^\dagger\tau_\alpha e_j$. It vanishes inside a level, though not between levels.

## From slopes to a conductivity tensor

For a degenerate level the occupation number becomes a Hermitian matrix $\mathcal N$. Assume a single relaxation time $\tau$ for the level and keep first order in the temperature gradient. With $n(\omega)$ the Bose function and units in which $\hbar=1$, the steady kinetic equation is

$$V_\beta\frac{\partial n}{\partial T}\,\partial_\beta T=-\frac{\mathcal N-n}{\tau}.$$

No term with frequency differences appears, since there are none within the level. On an $N\times N\times N$ mesh with cell volume $\Omega$, the heat current is $J_\alpha=\sum\omega\,\mathrm{Tr}(V_\alpha\mathcal N)/(N^3\Omega)$. Inserting the solution and comparing with $J_\alpha=-\kappa_{\alpha\beta}\partial_\beta T$ gives

$$\kappa_{\alpha\beta}=\frac1{N^3\Omega}\sum_{\text{levels}}c\,\tau\,\mathrm{Tr}(V_\alpha V_\beta),\qquad c=\omega\frac{\partial n}{\partial T}=k_B\left(\frac{x/2}{\sinh(x/2)}\right)^2,\quad x=\frac{\omega}{k_BT}.$$

The trace of a product of two Hermitian matrices is real, and it does not depend on the basis. For one direction, $\mathrm{Tr}V_n^2$ is the sum of squared slopes, so diagonalising per direction gives the right $\kappa_{nn}$. It does not supply velocity vectors: the eigenvalues of $V_x$ and those of $V_y$ generally belong to different eigenvectors, and pairing them gives a wrong $\kappa_{xy}$.

The loss from diagonal elements follows from

$$\mathrm{Tr}V_\alpha^2=\sum_iV_{\alpha,ii}^2+\sum_{i\ne j}|V_{\alpha,ij}|^2 .$$

The naive sum is therefore never too large. By the Cauchy–Schwarz inequality it is never below $(\mathrm{Tr}V_\alpha)^2/g$. For a doublet write $V_\alpha=m+d\,\hat{\mathbf s}\cdot\boldsymbol\sigma$. The correct sum is $2m^2+2d^2$ and the naive one is $2m^2+2d^2\cos^2\vartheta$, with $\vartheta$ the angle between $\hat{\mathbf s}$ and the axis set by the basis. For a random unitary basis this axis is uniform on the sphere, so the mean of $\cos^2\vartheta$ is $1/3$, and two thirds of $2d^2$ is lost on average.

**Close to a degeneracy.** If two branches differ by a small frequency $\delta$, the kinetic equation gains a term $\pm i\delta\,\mathcal N_{ij}$ for the off-diagonal elements. The factor $\tau$ becomes $\tau/(1\pm i\delta\tau)$, and the two conjugate elements together contribute to $\kappa_{\alpha\alpha}$ in proportion to $2|V_{\alpha,12}|^2/(1+\delta^2\tau^2)$. The trace rule thus holds for $\delta\tau\ll1$, and ordinary branch velocities suffice for $\delta\tau\gg1$. In the two-branch model the latter are $\mathbf u\pm a\mathbf k/|\mathbf k|$. Their squares in the $x$ direction add up to $2u_x^2+2a^2\cos^2\varphi$, with $\varphi$ the polar angle of $\mathbf k$. The average over $\varphi$ is $2u_x^2+a^2$, which differs from the value at the touching point itself.

## The dipole part of the derivative

In an ionic crystal, $D$ contains a long-range term that must be differentiated too. Let ions $i,j$ carry charges $Z_i,Z_j$, screened by a constant $\varepsilon$. The pair energy depends on $\mathbf r+\mathbf u_j-\mathbf u_i$, so one derivative with respect to each displacement brings a minus sign:

$$C_{ij}^{ab}(\mathbf q)=-\frac{Z_iZ_j}{\varepsilon}\sum_{\mathbf R}\left(\partial_a\partial_b\frac1r\right)e^{i\mathbf q\cdot\mathbf r},\qquad \mathbf r=\mathbf R+\boldsymbol\tau_j-\boldsymbol\tau_i .$$

The sum converges too slowly to be used directly. Ewald's split is $1/r=\mathrm{erfc}(\eta r)/r+\mathrm{erf}(\eta r)/r$, with any width parameter $\eta$.

The first part, $f(r)=\mathrm{erfc}(\eta r)/r$, is summed in real space with

$$\partial_a\partial_bf=\frac{f'}r\delta_{ab}+\left(f''-\frac{f'}r\right)\hat r_a\hat r_b,\qquad f'=-\frac{\mathrm{erfc}(\eta r)}{r^2}-\frac{2\eta e^{-\eta^2r^2}}{\sqrt\pi\,r},$$

$$f''=\frac{2\,\mathrm{erfc}(\eta r)}{r^3}+\frac{4\eta}{\sqrt\pi}e^{-\eta^2r^2}\left(\frac1{r^2}+\eta^2\right).$$

Its derivative with respect to $q_c$ multiplies each term by $ir_c$. Springs are treated in the same way.

The second part has the Fourier transform $4\pi e^{-k^2/4\eta^2}/k^2$, and $-\partial_a\partial_b$ becomes $k_ak_b$. The lattice sum fixes $\mathbf k+\mathbf q$ to a reciprocal vector. After a change of sign of that vector, with $\mathbf K=\mathbf G+\mathbf q$,

$$C_{ij}^{ab}\Big|_{\rm rec}=\frac{4\pi Z_iZ_j}{\varepsilon\Omega}\sum_{\mathbf G}\frac{K_aK_b}{K^2}e^{-K^2/4\eta^2}e^{-i\mathbf G\cdot(\boldsymbol\tau_j-\boldsymbol\tau_i)} .$$

The phase contains no $\mathbf q$. The product rule, with $\partial_cK_a=\delta_{ac}$, $\partial_cK^{-2}=-2K_c/K^4$ and $\partial_ce^{-K^2/4\eta^2}=-(K_c/2\eta^2)e^{-K^2/4\eta^2}$, replaces the summand's factor $K_aK_be^{-K^2/4\eta^2}/K^2$ by

$$e^{-K^2/4\eta^2}\left[\frac{\delta_{ac}K_b+\delta_{bc}K_a}{K^2}-\frac{2K_aK_bK_c}{K^4}-\frac{K_aK_bK_c}{2\eta^2K^2}\right].$$

The on-site force constant is $-\sum_jC_{ij}(0)$, so that a uniform shift costs no energy. The term $\mathbf G=0$ is left out there; it would cancel in the sum over $j$ because the charges add to zero. The reciprocal sum also contains an ion's interaction with itself. That piece is independent of $\mathbf q$ and cancels against the on-site term. Finally, $D$ and its derivatives follow on division by $\sqrt{M_iM_j}$.

## The method as a sequence

1. At each mesh point $\mathbf q\neq0$, build $D$, and $\partial D/\partial q_\alpha$ with its spring and dipole parts.
2. Diagonalise $D$ and collect eigenvalues whose gaps are at rounding level into levels.
3. For each level form the blocks $V_x,V_y,V_z$ from the complete derivative.
4. For a single direction, diagonalise $V_n$ and add the squared eigenvalues. For the tensor, add $\mathrm{Tr}(V_\alpha V_\beta)$.

## A rocksalt model

The model has cubic lattice constant 10 bohr, $\Omega=250$ bohr³, masses 40000 and 60000 electron masses, $Z=\pm1$ and $\varepsilon=2$. Nearest neighbours have longitudinal and transverse springs $A=0.016$ and $B=-0.001$; nearest like ions have a longitudinal spring 0.002 (all in Ha/bohr²). These are round parameters that describe no particular material.

The long-wave limit can be done by hand. Let $S=2A+4B=0.028$ be the sum of the six nearest-neighbour springs along one axis, and $p=4\pi Z^2/(\varepsilon\Omega)=0.02513$. The $\mathbf G=0$ term gives the unlike-ion block $-p\,\hat q_a\hat q_b$. Away from the charges $\nabla^2(1/r)=0$, so the whole dipole block between unlike ions has zero trace. Its remaining part, isotropic by cubic symmetry, must be $+p/3$. Translation invariance then fixes the like-ion blocks, and the force constant for relative motion is $S-p/3+p\,\hat q_a\hat q_b$. With the reduced mass $\mu=24000$,

$$\omega_{TO}=\sqrt{\frac{0.01962}{24000}}=9.04\times10^{-4},\qquad \omega_{LO}=\sqrt{\frac{0.04476}{24000}}=1.366\times10^{-3}\ \text{Ha},$$

as numerical diagonalisation near $\mathbf q=0$ also gives.

**Which doublets matter.** Every ion is an inversion centre, so $D$ and its derivatives are real. The traceless part of a doublet block is then a combination of $\sigma_z$ and $\sigma_x$, that is, a vector in a plane. Rotating the doublet by $\phi$ turns this vector by $2\phi$.

On a $\langle100\rangle$ line a half-turn reverses a perpendicular $\mathbf n$ but turns the matrix vector by 360°, so the traceless part of $V_n$ must vanish. For $\mathbf n$ along the line, a quarter-turn leaves $\mathbf n$ alone and reverses the matrix vector, so it vanishes again. Diagonal elements are harmless there.

On a $\langle111\rangle$ line a turn by 120° rotates the matrix vector by 240°, which is $-120°$. A linear map that reverses the sense of rotation satisfies this: for perpendicular $\mathbf n$ the traceless part is $a(n_1\sigma_z-n_2\sigma_x)$, up to the choice of axes. This is the two-branch model with $\mathbf u$ along the line. The perpendicular parts of the $x$, $y$ and $z$ axes have length $\sqrt{2/3}$ and lie 120° apart on the line (1,1,1), and so do their matrix vectors.

Numerical diagonalisation at $\mathbf q=0.3\,(2\pi/10)(1,1,1)$ bohr⁻¹ gives a transverse doublet with $\omega=4.761\times10^{-4}$ Ha. In units of $10^{-4}$ atomic units of velocity, both slopes along (1,1,1) are 11.948. Along $x$ they are 3.683 and 10.114, that is, $m\pm d$ with $m=11.948/\sqrt3=6.898$ and $d=3.215$. In the basis that diagonalises $V_x$, the 120° angle gives $V_y$ the diagonal elements $m\pm d/2=8.506,\ 5.291$ and an off-diagonal element of size $d\sqrt3/2=2.785$. The sums of squares for the $y$ direction are

$$3.6829^2+10.1135^2=115.8,\qquad 8.506^2+5.291^2=100.3 .$$

Reusing the $x$ basis costs this level 13% of its contribution to $\kappa_{yy}$. The worst basis leaves $2m^2=95.2$, a loss of 18%.

## What reaches the conductivity

Take 300 K and a constant $\tau=10^5$ atomic units (2.42 ps), so that changes in $\kappa$ come from velocities alone. The meshes have $N=6,10,14$ and omit $\mathbf q=0$. Levels are separated at a gap of $10^{-8}$ of the largest $\omega^2$ at that point; actual gaps are below $2\times10^{-15}$ inside levels and above $8\times10^{-4}$ between them. Let $\Delta$ be the part of $\kappa_{xx}$ carried by the traceless parts of the blocks. Conductivities are in W/(m K).

| $N$ | $\kappa_{xx}$ | $\Delta$ | $\Delta/\kappa_{xx}$ |
|---|---|---|---|
| 6 | 5.356 | 0.107 | 2.0% |
| 10 | 5.473 | 0.042 | 0.78% |
| 14 | 5.529 | 0.022 | 0.40% |

For $N=10$ the recipes compare as follows.

- The worst basis gives $5.4726-0.0425=5.4301$, and the mean over random unitary bases is 5.444, a loss of $2\Delta/3$.
- The eigenvectors returned by the numerical solver give 5.451, 5.446 and 5.457 for $xx$, $yy$ and $zz$. They break cubic symmetry, and another solver may give other values. Their mean, 5.451, lies $\Delta/2$ below the correct value. This holds for any real basis of the doublets: the axis then lies in the plane of the three matrix vectors, and $\cos^2$ averaged over three directions 120° apart is $1/2$.
- The basis that diagonalises $V_x$ gives 5.473, 5.441 and 5.441. The last two keep $\cos^2120°=1/4$ of $\Delta$ and lose the rest.
- Pairing the sorted eigenvalues of $V_x$ and $V_y$ gives $\kappa_{xy}=0.042$, where cubic symmetry demands zero.

The last value equals $\Delta$ for a simple reason. On a line $(s_x,s_y,s_z)$ with signs $s=\pm1$, the pairing gives $2s_xs_ym^2+2d^2$. The first term cancels over the four lines, while the second is the line's share of $\Delta$. The correct trace, $s_xs_y(2m^2-d^2)$, cancels entirely.

The small totals reflect how few points are involved. Each of the four $\langle111\rangle$ lines has $N-1$ points besides $\mathbf q=0$. For even $N$ one of them is the zone-boundary point L, where inversion symmetry makes $V$ vanish. On the three meshes used here this leaves $4(N-2)$ points out of $N^3$, or 32 out of 1000 for $N=10$. When $N$ is a multiple of 4, the mesh also contains the six zone-boundary points W, such as $(2\pi/10)(0,\tfrac12,-1)$ bohr⁻¹, and doublets there have traceless parts too. From $N=10$ to 14, $\Delta/\kappa_{xx}$ falls as $N^{-1.96}$, close to the $N^{-2}$ expected for lines in a volume; $N^2\Delta/\kappa_{xx}$ stays between 0.78 and 0.80 for $N=10,14,15,30,42$. Meshes containing W lie above this law, with 1.14, 1.02 and 0.93 for $N=8,12,20$, so that $\Delta=0.040$ at $N=12$ is hardly smaller than at $N=10$.

$\Delta$ is an error relative to the trace rule on the same mesh, not the distance to the converged conductivity: $\kappa_{xx}$ still rises by 0.056 from $N=10$ to 14, more than $\Delta$ itself, and it settles near 5.60 only for $N\ge20$. The near-degenerate formula shows a further limit. For the doublet above, $a=d\sqrt{3/2}=3.94\times10^{-4}$, and the splitting at distance $k$ from the line is $\delta=2ak$. The condition $\delta\tau=1$ is met at $k=1/(2a\tau)\approx0.013$ bohr⁻¹, while the mesh step for $N=14$ is $2\pi\sqrt3/(10\times14)\approx0.078$ bohr⁻¹. For this doublet, a mesh point on the line thus stands for a region in which the trace rule holds only in a thin core; where $a$ is smaller, the core is wider. Refinement removes the excess weight of such points along with $\Delta$, and the sum converges to the result of ordinary branch velocities. At fixed $\tau$ that limit still omits the off-diagonal contribution of branches that are close but not equal. Around a $\langle111\rangle$ line this contribution is not confined to the core: with $\delta=2ak$ the factor $1/(1+\delta^2\tau^2)$ falls only as $k^{-2}$, while the area of a ring grows as $k\,dk$, so the integral grows logarithmically until the linear splitting no longer holds. Branches of this model also cross in mirror planes away from the symmetry lines. Already on the $N=14$ mesh, 316 pairs counted as separate levels have $\delta\tau<1$, the closest $\delta\tau=0.06$. Including all this requires the factor $1/(1+\delta^2\tau^2)$ for every pair of nearby branches, which the table leaves out. Pairs with $\delta\tau<3$ alone would add about 0.05 W/(m K) on meshes from $N=20$ to 42. This is more than $\Delta$ for $N\ge10$, and it does not shrink on refinement.

Leaving out the dipole derivative, while keeping the dipole term in $D$, is a different matter. It gives $\kappa_{xx}=6.55$, 6.64 and 6.68 on the three meshes, too high by 22%, 21% and 21%; for $N=30$ and 42 the excess is 19%. This error affects points throughout the zone, so a finer mesh does not cure it. The longitudinal optical mode at $\mathbf q=0.3\,(2\pi/10)(1,0,0)$ bohr⁻¹ shows one instance: springs contribute $-7.06$ and dipoles $+0.67$ to a velocity of $-6.39$, in units of $10^{-4}$. Without the dipole part its squared velocity is too large by the factor $(7.06/6.39)^2=1.22$. This mode is not typical of its branch. For $N=30$, with branches ordered by frequency, the excess of 1.08 W/(m K) is made up of $-0.01$, 0.23, 0.46, 0.51, 0.17 and $-0.29$, so the highest branch as a whole comes out too low.
